# Coherent scatterers in series: why the logarithm of transmission adds: a program that tests the result

```python
"""
Result under test: for two coherent one-channel scatterers with transmissions
T1, T2 > 0, the mean of ln(T_total) over a uniform round-trip phase equals
ln(T1) + ln(T2).

Symbols: R1 = 1-T1, R2 = 1-T2, a = sqrt(R1*R2), theta = round-trip phase,
k = wave number, L = free length between the scatterers.
Internal units are atomic units; printed units are stated on each line.
The example is a rough model of a silver filament with two weak links.
"""
import numpy as np
from scipy.constants import physical_constants, k as k_boltzmann, e as e_charge
from scipy.stats import unitary_group

BOHR = physical_constants["Bohr radius"][0] * 1e10
HARTREE = physical_constants["Hartree energy in eV"][0]
G0 = physical_constants["conductance quantum"][0] * 1e6


def solve_wave(energy, segments):
    """Transmission and left reflection amplitude of a piecewise potential.

    segments: (potential, width) from left to right. The outgoing wave on the
    right is carried leftwards through the whole structure.
    """
    k_out = np.sqrt(2 * energy)
    psi, slope = 1.0 + 0j, 1j * k_out
    for potential, width in reversed(segments):
        q = np.sqrt(2 * (energy - potential) + 0j)
        c, s = np.cos(q * width), np.sin(q * width)
        psi, slope = c * psi - s / q * slope, q * s * psi + c * slope
    incident = (psi + slope / (1j * k_out)) / 2
    reflected = (psi - slope / (1j * k_out)) / 2
    return 1 / np.abs(incident) ** 2, reflected / incident


def barrier_formula(energy, height, width):
    """Closed form for tunnelling through one rectangular barrier."""
    kappa = np.sqrt(2 * (height - energy))
    return 1 / (1 + height**2 * np.sinh(kappa * width) ** 2
                / (4 * energy * (height - energy)))


# General unitary scatterers, joined by solving all amplitude equations.
phases = 2 * np.pi * np.arange(4000) / 4000
half = np.exp(0.5j * phases)
worst_random = 0.0
for seed in range(6):
    s1 = unitary_group.rvs(2, random_state=100 + seed)
    s2 = unitary_group.rvs(2, random_state=200 + seed)
    # unknowns: reflected wave, right-mover, left-mover, transmitted wave
    matrix = np.zeros((len(phases), 4, 4), complex)
    matrix[:] = np.eye(4)
    matrix[:, 0, 2] = -s1[0, 1] * half
    matrix[:, 1, 2] = -s1[1, 1] * half
    matrix[:, 2, 1] = -s2[0, 0] * half
    matrix[:, 3, 1] = -s2[1, 0] * half
    source = np.zeros((len(phases), 4, 1), complex)
    source[:, 0, 0], source[:, 1, 0] = s1[0, 0], s1[1, 0]
    waves = np.linalg.solve(matrix, source)[:, :, 0]
    total = np.abs(waves[:, 3]) ** 2
    assert np.allclose(total + np.abs(waves[:, 0]) ** 2, 1, atol=1e-9)
    target = np.log(abs(s1[1, 0]) ** 2) + np.log(abs(s2[1, 0]) ** 2)
    worst_random = max(worst_random, abs(np.mean(np.log(total)) - target))
assert worst_random < 1e-8

# Example inputs in eV, angstrom, K and V.
E_eV, V1_eV, V2_eV = 2.5, 3.5, 3.0
w1_A, w2_A, Lmin_A = 2.0, 1.5, 10.0
temperature, bias = 300.0, 0.1
site_A, n_sites, wire_A, permittivity = 2.9, 8, 5.0, 4.0

E, V1, V2 = (x / HARTREE for x in (E_eV, V1_eV, V2_eV))
w1, w2, Lmin = (x / BOHR for x in (w1_A, w2_A, Lmin_A))
k = np.sqrt(2 * E)
window = np.pi / k


def device(energy, length, middle=0.0):
    return solve_wave(energy, [(V1, w1), (middle, length), (V2, w2)])[0]


T1, T2 = barrier_formula(E, V1, w1), barrier_formula(E, V2, w2)
T1_wave, r1 = solve_wave(E, [(V1, w1)])
T2_wave, r2 = solve_wave(E, [(V2, w2)])
assert np.isclose(T1, T1_wave, rtol=1e-11)
assert np.isclose(T2, T2_wave, rtol=1e-11)
R12 = (1 - T1) * (1 - T2)
a = np.sqrt(R12)
log_sum = np.log(T1) + np.log(T2)


def round_trip(length):
    return 2 * k * length + np.angle(r1) + np.angle(r2)


# Average over spacing, using the wave solution of the whole structure.
nodes, weights = np.polynomial.legendre.leggauss(160)
lengths = Lmin + window * (nodes + 1) / 2
weights = weights / 2
T_wave = device(E, lengths)
T_formula = T1 * T2 / np.abs(1 - a * np.exp(1j * round_trip(lengths))) ** 2
assert np.allclose(T_wave, T_formula, rtol=1e-10)
mean_log = weights @ np.log(T_wave)
assert abs(mean_log - log_sum) < 1e-10
mean_T = weights @ T_wave
T_incoherent = T1 * T2 / (1 - R12)
assert np.isclose(mean_T, T_incoherent, rtol=1e-9)
assert mean_T > T1 * T2
variance = weights @ (np.log(T_wave) - mean_log) ** 2
order = np.arange(1, 200)
assert np.isclose(variance, 2 * np.sum(a ** (2 * order) / order**2), rtol=1e-9)

dense = device(E, Lmin + window * np.arange(4000) / 4000)
T_low, T_high = dense.min(), dense.max()
assert np.isclose(T_low, T1 * T2 / (1 + a) ** 2, rtol=1e-4)
assert np.isclose(T_high, T1 * T2 / (1 - a) ** 2, rtol=1e-4)

# Finite sets of equally spaced phases.
finite_shift = {}
for count in (2, 4, 8):
    sample = Lmin + window * np.arange(count) / count
    finite_shift[count] = np.mean(np.log(device(E, sample))) - log_sum
    closed = -np.log(abs(1 - a**count
                         * np.exp(1j * count * round_trip(Lmin))) ** 2) / count
    assert abs(finite_shift[count] - closed) < 1e-10

# Spacings restricted to atomic sites: phase distribution is not uniform.
sites = Lmin + np.arange(n_sites) * site_A / BOHR
site_shift = np.mean(np.log(device(E, sites))) - log_sum
cosines = np.cos(np.outer(order, round_trip(sites))).mean(axis=1)
assert abs(site_shift - 2 * np.sum(a**order / order * cosines)) < 1e-10

# Thermal smearing of the linear conductance.
kT_eV = k_boltzmann * temperature / e_charge
kT = kT_eV / HARTREE


def thermal_mean_log(points):
    x = np.linspace(-15, 15, points)
    thermal_weight = (x[1] - x[0]) / (4 * np.cosh(x / 2) ** 2)
    assert abs(thermal_weight.sum() - 1) < 1e-5
    T_grid = device((E + kT * x)[None, :], lengths[:, None])
    return weights @ np.log(T_grid @ thermal_weight)


thermal_shift = thermal_mean_log(401) - log_sum
assert abs(thermal_shift - (thermal_mean_log(201) - log_sum)) < 1e-6

# Read window: equal energy weights, barrier shapes left unchanged.
bias_nodes, bias_weights = np.polynomial.legendre.leggauss(40)
bias_energies = E + bias_nodes * bias / (2 * HARTREE)
T_bias = device(bias_energies[None, :], lengths[:, None]) @ (bias_weights / 2)
bias_shift = weights @ np.log(T_bias) - log_sum
field = bias / ((w1_A + w2_A) * 1e-8) / 1e6

# Second transverse mode of a square hard-wall wire.
mode_gap = 3 * np.pi**2 / (2 * (wire_A / BOHR) ** 2)
assert mode_gap > E
band_bottom = np.pi**2 / (wire_A / BOHR) ** 2
closed_amplitude = np.exp(-np.sqrt(2 * (mode_gap - E)) * Lmin)

# Charging estimate: one electron charge raises the middle segment.
charging = 1 / (permittivity * Lmin)
level_width = -k / (2 * Lmin) * np.log(R12)
T_charged = device(E, lengths, 1 / (permittivity * lengths))
charging_shift = weights @ np.log(T_charged) - log_sum

print(f"Random scatterers, largest error of mean ln T: {worst_random:.1e}")
print(f"Longitudinal energy: {E_eV:.2f} eV")
print(f"Barrier 1 height: {V1_eV:.2f} eV; width: {w1_A:.2f} angstrom")
print(f"Barrier 2 height: {V2_eV:.2f} eV; width: {w2_A:.2f} angstrom")
print(f"Smallest spacing: {Lmin_A:.2f} angstrom")
print(f"Wave number k: {k / BOHR:.4f} 1/angstrom")
print(f"Averaging window pi/k: {window * BOHR:.4f} angstrom"
      f" = {window * BOHR / 10:.4f} nm")
print(f"T1: {T1:.5f}; T2: {T2:.5f} (dimensionless)")
print(f"R1: {1 - T1:.5f}; R2: {1 - T2:.5f} (dimensionless)")
print(f"a = sqrt(R1 R2): {a:.5f} (dimensionless)")
print(f"ln T1: {np.log(T1):.6f}; ln T2: {np.log(T2):.6f}")
print(f"Sum of logarithms: {log_sum:.8f}")
print(f"Mean ln T from full wave solution: {mean_log:.8f}")
print(f"Difference of the two: {abs(mean_log - log_sum):.1e}")
print(f"Typical transmission exp(mean ln T): {np.exp(mean_log):.5f}")
print(f"Typical conductance: {G0 * np.exp(mean_log):.3f} microsiemens")
print(f"Conductance quantum: {G0:.3f} microsiemens")
print(f"Smallest T: {T_low:.5f}; largest T: {T_high:.5f}")
print(f"Arithmetic mean of T: {mean_T:.5f}")
print(f"Mean conductance: {G0 * mean_T:.3f} microsiemens")
print(f"Standard deviation of ln T: {np.sqrt(variance):.5f}")
for count, shift in finite_shift.items():
    print(f"Shift of mean ln T, {count} equally spaced phases: {shift:+.6f}")
print("Neglected effects, as shifts of mean ln T unless stated:")
print(f"Temperature: {temperature:.0f} K; kT: {kT_eV:.5f} eV")
print(f"Thermal smearing: {thermal_shift:+.5f}")
print(f"Read voltage: {bias:.2f} V; window effect: {bias_shift:+.5f}")
print(f"Mean field if all voltage drops on links: {field:.2f} MV/cm")
print(f"Complete loss of coherence: {np.log(T_incoherent) - log_sum:+.5f}")
print(f"Site step: {site_A:.2f} angstrom; number of sites: {n_sites}")
print(f"Discrete atomic sites: {site_shift:+.5f}")
print(f"Hard-wall wire width: {wire_A:.2f} angstrom")
print(f"Fermi energy above wire potential: "
      f"{(band_bottom + E) * HARTREE:.3f} eV")
print(f"Second mode opens at longitudinal energy: {mode_gap * HARTREE:.3f} eV")
print(f"Closed-mode amplitude factor at smallest spacing: "
      f"{closed_amplitude:.2e}")
print(f"Relative permittivity: {permittivity:.1f}")
print(f"Charging energy at smallest spacing: {charging * HARTREE:.3f} eV")
print(f"Level width at smallest spacing: {level_width * HARTREE:.3f} eV")
print(f"Crude mean-field charging effect: {charging_shift:+.5f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Random scatterers, largest error of mean ln T: 4.4e-16
Longitudinal energy: 2.50 eV
Barrier 1 height: 3.50 eV; width: 2.00 angstrom
Barrier 2 height: 3.00 eV; width: 1.50 angstrom
Smallest spacing: 10.00 angstrom
Wave number k: 0.8100 1/angstrom
Averaging window pi/k: 3.8783 angstrom = 0.3878 nm
T1: 0.35662; T2: 0.63055 (dimensionless)
R1: 0.64338; R2: 0.36945 (dimensionless)
a = sqrt(R1 R2): 0.48754 (dimensionless)
ln T1: -1.031093; ln T2: -0.461162
Sum of logarithms: -1.49225513
Mean ln T from full wave solution: -1.49225513
Difference of the two: 2.2e-16
Typical transmission exp(mean ln T): 0.22486
Typical conductance: 17.423 microsiemens
Conductance quantum: 77.481 microsiemens
Smallest T: 0.10162; largest T: 0.85626
Arithmetic mean of T: 0.29498
Mean conductance: 22.855 microsiemens
Standard deviation of ln T: 0.71211
Shift of mean ln T, 2 equally spaced phases: -0.183554
Shift of mean ln T, 4 equally spaced phases: +0.008549
Shift of mean ln T, 8 equally spaced phases: -0.000628
Neglected effects, as shifts of mean ln T unless stated:
Temperature: 300 K; kT: 0.02585 eV
Thermal smearing: +0.01339
Read voltage: 0.10 V; window effect: +0.00540
Mean field if all voltage drops on links: 2.86 MV/cm
Complete loss of coherence: +0.27141
Site step: 2.90 angstrom; number of sites: 8
Discrete atomic sites: -0.00068
Hard-wall wire width: 5.00 angstrom
Fermi energy above wire potential: 5.508 eV
Second mode opens at longitudinal energy: 4.512 eV
Closed-mode amplitude factor at smallest spacing: 6.98e-04
Relative permittivity: 4.0
Charging energy at smallest spacing: 0.360 eV
Level width at smallest spacing: 0.443 eV
Crude mean-field charging effect: +0.04276
ALL CHECKS PASSED
```
